# Why two radial functions per l do not double the LAPW basis

**Q:** In LAPW each angular momentum channel inside the atomic sphere has two radial functions, $u_l$ and its energy derivative $\dot u_l$. APW has one. So I take LAPW to have twice the variational freedom: with $N$ plane waves I would expect $2N$ adjustable coefficients, an $a$ and a $b$ for each wave.

**A:** Let us first see what determines $a$ and $b$. Take one atom per cell of volume $\Omega$, a sphere of radius $R$, and a spherical potential $V(r)$ inside it. I use Hartree atomic units. With $\mathbf K=\mathbf k+\mathbf G$, each basis function is $e^{i\mathbf K\cdot\mathbf r}/\sqrt\Omega$ outside the sphere and, inside,

$$\sum_{lm} i^l\,[a_{lm}u_l(r)+b_{lm}\dot u_l(r)]\,Y_{lm}(\hat{\mathbf r}),\qquad l\le l_{\max},$$

with real harmonics $Y_{lm}$. What must happen at $r=R$?

**Q:** The two forms must join in value and in slope.

**A:** To write those conditions, expand the plane wave about the sphere centre:

$$e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(Kr)\,Y_{lm}(\hat{\mathbf K})\,Y_{lm}(\hat{\mathbf r}).$$

Its $lm$ component at the surface has value $sJ$ and slope $sJ'$, where $J=j_l(KR)$, $J'=K\,j_l'(KR)$ and $s=4\pi Y_{lm}(\hat{\mathbf K})/\sqrt\Omega$. Write $a_{lm}=s\,a$ and $b_{lm}=s\,b$. The factor $s$ cancels, leaving

$$a\,u+b\,\dot u=J,\qquad a\,u'+b\,\dot u'=J',$$

with all radial functions taken at $R$ and primes denoting $d/dr$. These are two equations for two unknowns.

**Q:** They fix $a$ and $b$ only if the determinant $u\dot u'-u'\dot u$ is nonzero. Could it vanish for an unlucky energy parameter?

**A:** No, and its value can be found. Let $h_l$ be the radial Hamiltonian,

$$h_l=-\frac{1}{2r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{l(l+1)}{2r^2}+V(r).$$

The function $u$ is regular at the origin, obeys $(h_l-E_l)u=0$, and is normalized by $\int_0^R r^2u^2dr=1$. Differentiating the radial equation with respect to energy gives $(h_l-E_l)\dot u=u$. Multiply this by $r^2u$, multiply the equation for $u$ by $r^2\dot u$, subtract and integrate. The right side is 1. On the left the potential, centrifugal and energy terms cancel:

$$-\frac12\int_0^R\left[u\,(r^2\dot u')'-\dot u\,(r^2u')'\right]dr=1.$$

The bracket is the derivative of $r^2(u\dot u'-\dot u u')$, because the two terms $r^2u'\dot u'$ cancel. The lower limit contributes nothing, since both functions are regular. Therefore

$$u\dot u'-u'\dot u=-\frac{2}{R^2}.$$

The matching equations always have one solution. Multiply the first by $\dot u'$ and the second by $\dot u$ and subtract, which eliminates $b$. Then multiply the second by $u$ and the first by $u'$ and subtract, which eliminates $a$. Dividing by the determinant,

$$a=-\frac{R^2}{2}(J\dot u'-J'\dot u),\qquad b=-\frac{R^2}{2}(uJ'-u'J).$$

Neither is left for the variational principle to choose.

**Q:** So the ratio $b/a$ belongs to the plane wave?

**A:** Yes. It is

$$\frac ba=\frac{uJ'-u'J}{J\dot u'-J'\dot u},$$

which depends on $l$ and $|\mathbf K|$, but not on $m$ or on the direction of $\mathbf K$, because $s$ has cancelled. If the denominator vanishes, the ratio is infinite, except at $K=0$ with $l\ge1$, where $J=J'=0$ and $a=b=0$. In either case the pair $(a,b)$ is still fixed.

**Q:** I would like to see numbers.

**A:** Take a model crystal: a simple cubic cell of edge 6 bohr, $R=2.5$ bohr, $V=-2(1-r^2/R^2)^2$ hartree in the sphere and zero outside, at a general $\mathbf k$. For $l=0$ and $E_l=-0.4$ hartree, the boundary values in atomic units are $u=-0.00412$, $u'=-0.28345$, $\dot u=-1.14156$ and $\dot u'=-0.86894$. The determinant is $0.0036-0.3236=-0.3200$, which is $-2/R^2$.

The shortest wave has $K=0.3918$ bohr$^{-1}$, so $KR=0.9795$. Then $J=\sin(KR)/(KR)=0.8476$ and $J'=[\cos(KR)-J]/R=-0.1161$. Hence

$$\frac ba=\frac{0.0005+0.2403}{-0.7365-0.1325}=-0.277\ \text{hartree}.$$

Waves with $K=1.856$, $2.374$ and $2.988$ bohr$^{-1}$ have ratios $-0.243$, $-0.0355$ and $5.08$ hartree.

**Q:** Then the $s$ part of an eigenstate must also have a prescribed ratio. How can LAPW adapt to the energy of the state?

**A:** That does not follow. An eigenstate is a sum over plane waves with coefficients $c_{\mathbf K}$, and its amplitudes in one channel are

$$A_{lm}=\sum_{\mathbf K}c_{\mathbf K}a_{lm}(\mathbf K),\qquad B_{lm}=\sum_{\mathbf K}c_{\mathbf K}b_{lm}(\mathbf K).$$

Since waves of different length in general have different $b/a$, changing the $c_{\mathbf K}$ changes $B/A$. The ratio is fixed for a basis function but not for a state.

We can even say what it should become. In a spherical potential, each channel of the true state at energy $\varepsilon$ is proportional to the radial solution at that energy,

$$u_l(\varepsilon)=u_l+(\varepsilon-E_l)\dot u_l+O[(\varepsilon-E_l)^2].$$

To leading order, then, $B/A=\varepsilon-E_l$. For the $s$ channel of the lowest state of the model, with $\varepsilon$ taken as the LAPW eigenvalue obtained at each $E_l$, in hartree:

| $E_l$ | $B/A$ | $\varepsilon-E_l$ |
|---|---|---|
| $-0.2$ | $-0.402$ | $-0.305$ |
| $-0.4$ | $-0.118$ | $-0.116$ |
| $-0.8$ | $0.338$ | $0.286$ |

The ratio follows the energy difference, including its sign. The deviation is about 2% of $\varepsilon-E_l$ in the middle row and about 32% in the first, where the leading-order relation is being stretched. The $s$ channel holds about 95% of this state. The weakly occupied channels follow less well in a small basis: at $E_l=-0.4$ with 98 waves the amplitude-weighted ratio $\sum_m A_{lm}B_{lm}/\sum_m A_{lm}^2$ is $-0.24$ for $l=3$ and $+1.4$ for $l=5$, while with 234 waves all $l\le4$ come within 0.005 hartree of $\varepsilon-E_l$. The weak channels are not converged there: with 454 waves and the same $l_{\max}$ the channels $l\le3$ stay within 0.005 hartree, but the $l=4$ ratio moves to $-0.151$, about 0.035 hartree from $\varepsilon-E_l$.

**Q:** If $B/A$ can adapt, is that not the extra freedom I was claiming?

**A:** It is freedom exercised through the $c_{\mathbf K}$, and there are $N$ of those. Count without assuming the answer. Let $M=(l_{\max}+1)^2$ be the number of $lm$ channels. Treat the $N$ plane-wave coefficients and the $2M$ sphere amplitudes as unknowns. Matching imposes $2M$ conditions, and they are independent because each channel has its own nonzero determinant. What remains is

$$N+2M-2M=N.$$

In the model, with $\mathbf k=(0.1,0.2,0.3)\,2\pi/6$ bohr$^{-1}$, $K\le3$ bohr$^{-1}$ and $l_{\max}=10$, we have $N=98$ and $M=121$: 340 unknowns, 242 conditions, 98 functions. Each further atom would add as many conditions as amplitudes.

**Q:** Could the dimension be smaller than $N$, if some augmented waves were linearly dependent?

**A:** Suppose a combination of them vanished everywhere. Between the spheres it would be a finite sum of plane waves equal to zero in an open region. Such a sum is analytic, so it would vanish throughout the cell, and orthogonality of plane waves over the cell would make every coefficient zero. Near-dependence can still cause numerical trouble in a large basis. Here the smallest overlap eigenvalue is 0.0022, safely positive.

**Q:** Then what does $\dot u_l$ buy, compared with one function per channel?

**A:** Use $u_l$ alone, at a fixed energy, and match values only. Provided $u_l(R)\ne0$, the count is $N+M-M=N$, the same as before. The second function pays for the second boundary condition. It removes the slope mismatch in the retained channels and lets the radial shape follow the energy to first order.

The comparison needs an energy expression that tolerates kinks, so I write the kinetic energy as $\frac12\int|\nabla\psi|^2$. The reference is $-0.51665$ hartree, from 1248 plain plane waves for the same model potential. Errors relative to it, in millihartree, all with 98 functions, are:

| $E_l$ (hartree) | $u_l$ only | LAPW |
|---|---|---|
| $-0.2$ | 578 | 11.2 |
| $-0.4$ | 120 | 0.20 |
| $-0.8$ | 318 | 3.0 |

**Q:** An error of 120 millihartree at $E_l=-0.4$ is large, given that $\varepsilon$ is only about 0.12 hartree away.

**A:** Look at the boundary value: $u=-0.00412$ is almost a node. With $u_0$ alone, any sizeable $s$ amplitude in the sphere must join an interstitial wave whose $s$ component nearly vanishes at the surface. Integrating the gradient form by parts gives the energy of the sphere function by itself:

$$E_l+\frac{R^2}{2}uu'=-0.4+3.125\times0.00412\times0.28345=-0.396\ \text{hartree}.$$

The computed energy is $-0.5166+0.1204=-0.396$ hartree, as expected if the state is almost entirely this sphere function. In LAPW, $\dot u(R)=-1.14$ supplies the missing boundary value. The node fixes this particular number, but it is not the only source of a large error: at $E_l=-0.633$ hartree, equally far below the state and with $u(R)=0.245$, $u_l$ alone still errs by 87 millihartree. The entry 578 in the table belongs to a root that overlaps the second reference band (70%) more than the lowest (16%). The entry 318 belongs to a root that overlaps the lowest band by only 68% and the second by 14%. An APW calculation that re-solves $u_l$ at the energy of the state is a different method, and these errors do not describe it.

**Q:** Suppose I insist on releasing $b$ and let the variational principle choose it. Do I get $2N$ functions then?

**A:** At best while $N\le M$, because the extra count cannot exceed the number of channels. However many plane waves there are, their $b$ terms in one channel all multiply the same function $\dot u_lY_{lm}$. Releasing them can add at most one direction per channel, so one released $b$ per wave adds at most $\min(N,M)$ functions. In this small model $M=121$ exceeds $N=98$ and the $b$ parts of the 98 waves are linearly independent, so that recipe does give $2N=196$ functions, though nearly dependent ones (smallest normalized overlap eigenvalue about $10^{-12}$). Because $\dot u_l(R)\ne0$, freeing $b$ with $a$ held fixed breaks the match in value as well as in slope, and the lowest root drops to about $-0.64$ hartree, below the reference; continuity survives only if $a$ is readjusted along with $b$. As $N$ grows the total cannot pass $N+M$. If you drop the slope conditions but keep continuity, the count is $N+2M-M=N+M$, here 219. When $u_l(R)\ne0$ this is the space of APW+lo with a local orbital in every channel: the added function is the combination of $u_l$ and $\dot u_l$ that vanishes at $R$. In the model, these 121 extra functions lower the energy by only 0.09 millihartree, from $-0.51645$ to $-0.51654$ hartree.

**Q:** And if I drop continuity as well?

**A:** Then all 340 unknowns are free, but the functions jump at the sphere, and the energy expression no longer charges for the jump. The lowest value falls to $-0.660$ hartree, about 143 millihartree below the reference. It comes from the sphere alone, since the decoupled interstitial part has only kinetic energy, which cannot be negative. More coefficients have given a lower number for an inadmissible problem.

**Q:** How do I add real freedom while keeping value and slope matched?

**A:** Put a third radial function $w$, solved at another energy, into one $lm$ channel. There is one more unknown and no new condition, so the dimension becomes $N+1$. The new member can be taken as $w+\alpha u_l+\beta\dot u_l$, with $\alpha$ and $\beta$ chosen to make its value and slope vanish at $R$. The nonzero determinant guarantees that they exist. This is a local orbital: it needs no plane wave outside, and its coefficient is variational.

It matters when $E_l$ is badly placed. Moving only the $s$ parameter to $+1.0$ hartree gives an error of 600 millihartree in the lowest root with 98 functions. That root, $0.083$ hartree, has only 3% $s$ weight in the sphere and lies beside the second band of the reference at $0.085$ hartree, so the basis has lost the $s$ state rather than shifted it. Adding one $s$ local orbital built from $u_0$ at $-0.4$ hartree restores the $s$ state, with an error of 2.0 millihartree and 99 functions. That is still larger than the 0.20 of the well-placed LAPW basis, which also contains $\dot u_0$ at $-0.4$ hartree.

**Q:** So in my original count, the $a$ and $b$ of each wave were never unknowns of the eigenvalue problem.

**A:** Right. They are data computed before the matrices are built. The numerical check tests this by finding the dimension from the matching conditions themselves, and by checking $a$ and $b$ against a direct projection of a plane wave on the sphere surface. One limit remains: matching holds for $l\le l_{\max}$, here 10. Higher components of the plane waves still jump at $R$, so $l_{\max}$ has to be converged along with $N$.

## Table of computed values

```
cell edge 6.0 bohr, sphere radius 2.5 bohr
well depth V0 2.0 hartree, lmax 10
k point in units of 2 pi/cell edge: [0.1 0.2 0.3]
plane-wave cutoff 3.0 1/bohr, R*cutoff 7.50
reference: 1248 plane waves, energy -0.516646 hartree
reference change from smaller cutoff 1.5e-07 hartree
plane waves N 98, channels M 121
unknowns N+2M 340, matching conditions 2M 242
LAPW dimension from null space 98
smallest LAPW overlap eigenvalue 2.195e-03
l=0, E_l=-0.4 hartree, boundary values in atomic units:
  u -0.00412, u' -0.28345
  ud -1.14156, ud' -0.86894
  Wronskian u ud'-u' ud -0.320000, -2/R^2 -0.320000
fixed b/a of single plane waves, l=0:
  |K| 0.3918 1/bohr: b/a -0.2770 hartree
  |K| 1.8556 1/bohr: b/a -0.2432 hartree
  |K| 2.3742 1/bohr: b/a -0.0355 hartree
  |K| 2.9877 1/bohr: b/a 5.0760 hartree
l=2, longest K: b/a for five m 1.421558 to 1.421558 hartree
lowest eigenstate, l=0 (hartree):
  E_l -0.2: B/A -0.4024, eps-E_l -0.3055
  E_l -0.4: B/A -0.1183, eps-E_l -0.1164
  E_l -0.8: B/A 0.3376, eps-E_l 0.2864
energy errors against reference (millihartree), both dimension N:
  E_l -0.2: u only 578.0644, LAPW 11.1593
  E_l -0.4: u only 120.3573, LAPW 0.1998
  E_l -0.8: u only 318.1822, LAPW 3.0072
LAPW energy at E_l=-0.4: -0.516446 hartree
slopes released: dimension 219, energy -0.516535 hartree
nothing matched: dimension 340, energy -0.659997 hartree
misplaced E_0=1.0 hartree: dimension 98, error 599.9141 millihartree
with one s local orbital: dimension 99, error 1.9764 millihartree
```
